# Autocatalytic Precursor Decomposition: Sigmoidal Conversion and Logarithmic Induction Time, part 1

(Sections cited here and not found follow in the second part.)

## A delay that responds weakly to its cause

A stirred solution at 373 K contains 0.1 mol/L of a precursor that decomposes to an acid, and the acid speeds up the decomposition. With \(10^{-4}\) mol/L of acid present at the start, the model below gives an induction time of 4812 s before the conversion takes off. With ten times less acid the induction time is 6517 s, and with no acid at all it is 7210 s. Removing nine tenths of the initial catalyst thus lengthens the wait by about a third, and removing the rest adds less than 700 s.

Two things need explaining. The delay depends weakly on the amount of initial product, and it stays finite when that amount goes to zero. The first follows from the exponential growth of a catalyst that makes itself. The second follows from a slow decomposition that needs no catalyst.

## Model and assumptions

Let A be the precursor and B the product that acts as catalyst. Two irreversible paths lead from A to B:

\[
\mathrm{A}\xrightarrow{k_1}\mathrm{B},\qquad
\mathrm{A}+\mathrm{B}\xrightarrow{k_2}2\mathrm{B}.
\]

The first is the spontaneous path, with rate \(k_1[\mathrm{A}]\). The second is the catalysed path, with rate \(k_2[\mathrm{A}][\mathrm{B}]\). Here \(k_1\) is in 1/s and \(k_2\) in L/(mol s). In the second path one B enters and two leave, so the net gain is one B for each A consumed, as in the first path. Other products, such as an alkene split off from an ester, are taken to have no influence on the rate.

The assumptions are these:

- The liquid is well mixed, so that one concentration of each species describes the whole vessel.
- Temperature and volume are constant, so that \(k_1\) and \(k_2\) are constants and concentrations change through reaction alone.
- The catalysed rate is of first order in B. This assumption produces the logarithm, as Part II shows.
- B is neither lost nor bound by another substance, and the reaction does not run backwards.

The initial concentrations are \([\mathrm{A}]=a_0>0\) and \([\mathrm{B}]=b_0\ge 0\). The initial product \(b_0\) is called the seed, whether it was added on purpose or came with the precursor as an impurity.

## From two concentrations to one variable

The mass-action equations are

\[
\frac{d[\mathrm{A}]}{dt}=-k_1[\mathrm{A}]-k_2[\mathrm{A}][\mathrm{B}],
\qquad
\frac{d[\mathrm{B}]}{dt}=+k_1[\mathrm{A}]+k_2[\mathrm{A}][\mathrm{B}].
\]

Their right-hand sides add to zero, so \([\mathrm{A}]+[\mathrm{B}]\) keeps its initial value \(a_0+b_0\). One variable is therefore enough. Let \(X\) be the fraction of the initial precursor that has been converted. Then

\[
[\mathrm{A}]=a_0(1-X),\qquad [\mathrm{B}]=b_0+a_0X,
\]

and \(X(0)=0\). The seed does not count as conversion.

Differentiating the first relation gives \(d[\mathrm{A}]/dt=-a_0\,dX/dt\). Inserting both relations into the equation for A gives

\[
-a_0\frac{dX}{dt}=-a_0(1-X)\left[k_1+k_2(b_0+a_0X)\right].
\]

Division by \(-a_0\) leaves

\[
\frac{dX}{dt}=\left(k_1+k_2b_0+k_2a_0X\right)(1-X).
\]

For \(k_2>0\) the factor \(k_2a_0\) can be taken out of the first bracket:

\[
\frac{dX}{dt}=k_2a_0\,(r+X)(1-X),\qquad
r=\frac{b_0+k_1/k_2}{a_0}. \tag{1}
\]

The number \(r\) has no unit. If time is counted in units of \(1/(k_2a_0)\), it is the only parameter left. It shows that the spontaneous path acts like an extra seed of concentration \(k_1/k_2\). At that product concentration the catalysed and the spontaneous rates are equal, since then \(k_2[\mathrm{B}]=k_1\). The sum \(b_0+k_1/k_2\) will be called the effective seed.

The two factors in (1) compete. The factor \(r+X\) grows as catalyst accumulates, while \(1-X\) falls as precursor is used up. If \(r\) is small, the rate is low at the start for lack of catalyst and low at the end for lack of precursor, and it is largest in between.

## Integration

Equation (1) is separable. With \(r>0\) and \(X<1\), neither factor vanishes, and we may write

\[
\int_0^X\frac{dX'}{(r+X')(1-X')}=k_2a_0\,t.
\]

The integrand splits into partial fractions:

\[
\frac{1}{(r+X')(1-X')}=\frac{1}{1+r}\left[\frac{1}{r+X'}+\frac{1}{1-X'}\right].
\]

To confirm the split, put the bracket on a common denominator. Its numerator is \((1-X')+(r+X')=1+r\), which the prefactor cancels.

The first term integrates to \(\ln(r+X')\) and the second to \(-\ln(1-X')\). The minus sign comes from the derivative of \(1-X'\). Between the limits this gives

\[
\frac{1}{1+r}\left[\ln\frac{r+X}{r}-\ln(1-X)\right]=k_2a_0\,t.
\]

Multiply by \(1+r\) and define

\[
\lambda=k_2a_0(1+r)=k_1+k_2(a_0+b_0). \tag{2}
\]

The second form follows because \(k_2a_0r=k_2b_0+k_1\). Combining the logarithms and taking the exponential then gives

\[
\frac{1+X/r}{1-X}=e^{\lambda t}. \tag{3}
\]

To solve for \(X\), multiply by \(1-X\):

\[
1+\frac{X}{r}=e^{\lambda t}-e^{\lambda t}X.
\]

Collecting the terms in \(X\) on the left gives \(X\,(e^{\lambda t}+1/r)=e^{\lambda t}-1\), and so

\[
X(t)=\frac{e^{\lambda t}-1}{e^{\lambda t}+1/r}. \tag{4}
\]

This is the conversion curve. The mass-action equations for A and B were also integrated numerically at \(a_0=0.1\) mol/L, \(k_1=10^{-7}\) 1/s and \(k_2=10^{-2}\) L/(mol s), with seeds of 0, \(10^{-4}\) and 0.03 mol/L, up to 20000 s. The largest absolute difference in \(X\) from (4) was \(8\times10^{-16}\), which is at the level of rounding.

## Limits of the curve

**Start.** For \(\lambda t\ll1\) the numerator of (4) is close to \(\lambda t\) and the denominator to \(1+1/r=(1+r)/r\). Hence

\[
X\approx\frac{r\lambda t}{1+r}=k_2a_0r\,t=(k_1+k_2b_0)\,t .
\]

The initial slope is the sum of the spontaneous rate constant and the contribution of the seed, as the rate law demands.

**End.** Subtracting (4) from one gives

\[
1-X=\frac{1+1/r}{e^{\lambda t}+1/r},
\]

which tends to \((1+1/r)\,e^{-\lambda t}\) at long times. The last precursor disappears exponentially with the rate constant \(\lambda\). By then the product concentration is close to its final value \(a_0+b_0\), and each A decays at the rate \(k_1+k_2(a_0+b_0)=\lambda\).

**No catalysis.** Let \(k_2\to0\) at fixed \(k_1\). Then \(1/r\to0\) and \(\lambda\to k_1\), and (4) becomes \(X=1-e^{-k_1t}\), the ordinary first-order law.

**Nothing to start from.** If \(b_0=0\) and \(k_1=0\), then \(r=0\). Equation (1) with \(X(0)=0\) gives zero rate, so \(X\) stays at zero. Formula (4) reaches this limit as \(r\to0\) at any fixed time, because the denominator grows without bound.

**Early growth for a small effective seed.** If \(r\ll1\), there is a long period in which \(e^{\lambda t}\ll1/r\). The exponential in the denominator of (4) can then be dropped:

\[
X\approx r\left(e^{\lambda t}-1\right). \tag{5}
\]

In this period the sum \(r+X\approx r\,e^{\lambda t}\) grows by equal factors in equal times, while the supply of precursor is hardly touched.

## One logistic curve, cut at the start

The shape becomes clearer when \(r\) is added to (4). Over the common denominator the numerator is

\[
e^{\lambda t}-1+r\left(e^{\lambda t}+\frac1r\right)=(1+r)\,e^{\lambda t},
\]

because the two ones cancel. Define the time \(t^*\) by \(e^{\lambda t^*}=1/r\), that is

\[
t^*=\frac{\ln(1/r)}{\lambda}. \tag{6}
\]

Dividing numerator and denominator by \(e^{\lambda t}\) gives

\[
r+X(t)=\frac{1+r}{1+e^{-\lambda(t-t^*)}}. \tag{7}
\]

The right-hand side is the logistic function, which rises from 0 to \(1+r\) and is symmetric about its midpoint at \(t^*\). The experiment sees the part with \(t\ge0\). Changing the effective seed at fixed \(a_0\) and \(k_2\) mainly moves the starting point along this curve when \(r\ll1\), since \(\lambda\) then changes by a relative amount of order \(r\).

If \(r<1\), then \(t^*>0\): the midpoint lies ahead of the start and the observed curve is sigmoidal. If \(r>1\), then \(t^*<0\): the experiment begins beyond the midpoint, and the rate falls from the outset.

## The steepest point

The same conclusion follows from the rate law, which also gives the greatest slope. Expanding the product in (1) gives \((r+X)(1-X)=r+(1-r)X-X^2\). Differentiating with respect to time by the chain rule gives

\[
\frac{d^2X}{dt^2}=k_2a_0\,(1-r-2X)\,\frac{dX}{dt}.
\]

Since \(dX/dt>0\) for \(0\le X<1\), the sign of the second derivative is that of \(1-r-2X\). It changes from positive to negative at

\[
X^*=\frac{1-r}{2}. \tag{8}
\]

This is a positive conversion if \(r<1\). At \(r=1\) the steepest point is the start itself, and for \(r>1\) the rate falls throughout. In terms of concentrations, a sigmoidal curve requires \(b_0+k_1/k_2<a_0\).

At the steepest point both factors in (1) are equal:

\[
r+X^*=\frac{1+r}{2},\qquad 1-X^*=\frac{1+r}{2}.
\]

The greatest slope is therefore

\[
s^*=k_2a_0\frac{(1+r)^2}{4}=\frac{\lambda(1+r)}{4}. \tag{9}
\]

The last step uses (2). To find when this point is reached, insert \(X^*\) into (3). The numerator is \((r+X^*)/r=(1+r)/(2r)\), and the denominator is \((1+r)/2\). Their ratio is \(1/r\), which reproduces (6).

The condition was tested by numerical integration at \(a_0=0.1\) mol/L and the rate constants given above. With a seed of 0.08 mol/L the greatest rate came some time after the start. With 0.15 mol/L it fell throughout the 2000 s examined.

## The curve of the example

The example uses round values for a sulfonate ester that releases a sulfonic acid: \(a_0=0.1\) mol/L, \(b_0=10^{-4}\) mol/L, \(k_1=10^{-7}\) 1/s and \(k_2=10^{-2}\) L/(mol s) at 373 K. The spontaneous path corresponds to an extra seed of

\[
\frac{k_1}{k_2}=\frac{10^{-7}}{10^{-2}}\ \mathrm{mol/L}=10^{-5}\ \mathrm{mol/L},
\]

and the two parameters of the curve are

\[
r=\frac{10^{-4}+10^{-5}}{0.1}=1.1\times10^{-3},
\]

\[
\lambda=10^{-3}\,(1+0.0011)\ \mathrm{s^{-1}}=1.0011\times10^{-3}\ \mathrm{s^{-1}}.
\]

Equation (4) then gives these conversions:

| Time (s) | Conversion (%) |
|---:|---:|
| 2000 | 0.70 |
| 4000 | 5.6 |
| 6000 | 30.8 |
| 7000 | 54.8 |
| 8000 | 76.8 |
| 10000 | 96.1 |
| 12000 | 99.5 |

Between 2000 and 4000 s the conversion grows about eightfold. The early law (5) would give a factor close to \(e^{2}\approx7.4\) for the effective seed plus product, \(r+X\). The conversion itself grows by a larger factor because \(X\) starts from zero while \(r+X\) starts from \(r\): for \(X\), law (5) gives \((e^{4.00}-1)/(e^{2.00}-1)\approx8.4\). The depletion of precursor, which (5) neglects, lowers this to the observed 8.0.

The steepest point follows from (6), (8) and (9):

\[
t^*=\frac{\ln(1/0.0011)}{1.0011\times10^{-3}\ \mathrm{s^{-1}}}
=\frac{6.812}{1.0011\times10^{-3}}\ \mathrm{s}=6805\ \mathrm{s},
\]

with \(X^*=49.9\,\%\) and \(s^*=2.51\times10^{-4}\) 1/s. At that slope the conversion rises by about 1.5 percentage points per minute.

Equation (3) also gives the time at which any chosen conversion \(X\) is reached:

\[
t_X=\frac{1}{\lambda}\ln\frac{1+X/r}{1-X}. \tag{10}
\]

For 5, 50 and 95 % this is 3885, 6807 and 9747 s. About 40 % of the time to 95 % conversion passes before the first 5 % has reacted. The half-time of 6807 s nearly coincides with \(t^*\), because \(X^*\) differs from one half by just \(r/2\).

# II. The induction time

## What is carried over

The precursor A starts at \(a_0\) and its catalytic product B at \(b_0\), the seed. The constants \(k_1\) and \(k_2\) belong to the spontaneous and the catalysed path, and \(X\) is the converted fraction of the initial precursor. With

\[
r=\frac{b_0+k_1/k_2}{a_0},\qquad \lambda=k_2a_0(1+r),
\]

Part I gave the rate law \(dX/dt=k_2a_0(r+X)(1-X)\). For \(r<1\) the conversion is steepest at

\[
X^*=\frac{1-r}{2},\qquad t^*=\frac{\ln(1/r)}{\lambda},\qquad s^*=\frac{\lambda(1+r)}{4},
\]

where \(s^*\) is the greatest slope. The time to conversion \(X\) is \(t_X=\lambda^{-1}\ln[(1+X/r)/(1-X)]\).

## Definition by the tangent

A smooth curve has no moment at which the reaction begins, so an induction time needs a convention. The one used here draws the tangent at the steepest point and extends it back to \(X=0\). The tangent is

\[
X_{\mathrm{tan}}(t)=X^*+s^*(t-t^*).
\]

Setting it to zero gives \(t_{\mathrm{ind}}=t^*-X^*/s^*\). The subtracted term is

\[
\frac{X^*}{s^*}=\frac{1-r}{2}\cdot\frac{4}{\lambda(1+r)}=\frac{2(1-r)}{\lambda(1+r)},
\]

and therefore

\[
t_{\mathrm{ind}}=\frac{1}{\lambda}\left[\ln\frac1r-\frac{2(1-r)}{1+r}\right],\qquad 0<r<1. \tag{11}
\]

For the example, with \(r=1.1\times10^{-3}\),

\[
t_{\mathrm{ind}}=\frac{6.812-1.996}{1.0011\times10^{-3}\ \mathrm{s^{-1}}}=4812\ \mathrm{s}=1.34\ \mathrm{h}.
\]

The rounded numbers in the fraction give 4811 s; the quoted value uses unrounded ones.

A difference of two terms could in principle be negative. To see that it is not, put \(u=(1-r)/(1+r)\), which lies between 0 and 1. Then \(1+u=2/(1+r)\) and \(1-u=2r/(1+r)\), so that \((1+u)/(1-u)=1/r\). Since \(\operatorname{artanh}u=\tfrac12\ln[(1+u)/(1-u)]\), equation (11) becomes

\[
\lambda t_{\mathrm{ind}}=2\left(\operatorname{artanh}u-u\right).
\]

The bracket vanishes at \(u=0\), and its derivative is \(1/(1-u^2)-1=u^2/(1-u^2)>0\). The induction time is thus positive for all \(0<r<1\). It goes to zero as \(r\to1\), where the sigmoidal shape is lost.

The same form shows how the seed acts at fixed \(a_0\), \(k_1\) and \(k_2\). More seed raises \(r\), which lowers \(u\) and hence the bracket, and it also raises \(\lambda\). Both changes shorten \(t_{\mathrm{ind}}\). The unseeded solution therefore has the longest induction time.

The rate law has given the full conversion curve and, through the tangent at its steepest point, an induction time that is positive for all \(0<r<1\) and longest without seed. It remains to show when this time depends logarithmically on the seed, and how other definitions, other catalytic orders and the effects left out of the model change the result.

All numerical values are calculated from the stated model.
